# Weak-disorder localization and effective mobility edges from correlated sequences

## The physical question

An electron moves along a chain whose site energies fluctuate slightly. Each fluctuation reflects a little of the wave, and the reflected parts interfere. If the site energies are independent, interference localizes the states throughout the band. If they are correlated, some spatial Fourier components of the potential can be strong and others absent. Two questions follow: which component controls localization at a given energy, and can a random sequence be built in which it is missing over a chosen part of the band?

Take hopping 1 as the unit of energy and write

$$\psi_{n+1}+\psi_{n-1}+\varepsilon_n\psi_n=E\psi_n,\qquad E=2\cos k,\quad 0<k<\pi .$$

The potential $\varepsilon_n$ is stationary and Gaussian, with zero mean, variance $\sigma^2$, covariance $C_m=\langle\varepsilon_n\varepsilon_{n+m}\rangle$ and power spectrum

$$W(q)=\sum_m C_m e^{iqm}.$$

Assume first that $C_m=0$ for $|m|>R$. Gaussian variables more than $R$ sites apart are then independent. The Lyapunov exponent $\gamma$ is the growth rate per site of $\ln|\psi_n|$ for a solution started at one end; $1/\gamma$ is the localization length. The result to be derived is

$$\boxed{\gamma(E)=\frac{W(2k)}{8\sin^2k}}\qquad\text{to second order in }\sigma,$$

at fixed $k$ away from the band edges and the band centre. The proportionality to $W(2k)$ holds at fixed energy, since the prefactor depends on $k$.

## Amplitude and phase

Define a complex amplitude

$$z_n=\frac{e^{ik}\psi_n-\psi_{n-1}}{2i\sin k}.$$

For real $\psi$, adding the complex conjugate cancels $\psi_{n-1}$ and leaves $z_n+z_n^*=\psi_n$. Now insert $\psi_{n+1}=(e^{ik}+e^{-ik}-\varepsilon_n)\psi_n-\psi_{n-1}$ into $z_{n+1}$:

$$e^{ik}\psi_{n+1}-\psi_n=e^{ik}\left(e^{ik}\psi_n-\psi_{n-1}\right)-e^{ik}\varepsilon_n\psi_n .$$

Division by $2i\sin k$, with $-1/i=i$ and $\alpha_n=\varepsilon_n/(2\sin k)$, gives the exact map

$$z_{n+1}=e^{ik}\left[z_n+i\alpha_n(z_n+z_n^*)\right].$$

Without disorder $z_n$ merely rotates. Write $z_n=r_ne^{i\theta_n}$ and $u_n=e^{-2i\theta_n}=z_n^*/z_n$. Then $r_{n+1}/r_n=|1+i\alpha_n(1+u_n)|$. Using $\ln(1+x)=x-x^2/2+\dots$ with $x^2=-\alpha_n^2(1+u_n)^2$,

$$\ln\frac{r_{n+1}}{r_n}=\mathrm{Re}\left[i\alpha_n(1+u_n)+\tfrac12\alpha_n^2(1+u_n)^2\right]+O(\alpha^3).\tag{1}$$

The average of this increment is $\gamma$, because $r_n$ measures the size of the pair $(\psi_n,\psi_{n-1})$.

The phase factor follows from the ratio $z_{n+1}^*/z_{n+1}$:

$$u_{n+1}=e^{-2ik}\,\frac{u_n-i\alpha_n(1+u_n)}{1+i\alpha_n(1+u_n)}.$$

To first order the numerator contributes $-i\alpha_n(1+u_n)$ and the denominator $-i\alpha_nu_n(1+u_n)$. Their sum is $-i\alpha_n(1+u_n)^2$, so

$$u_{n+1}=e^{-2ik}\left[u_n-i\alpha_n(1+u_n)^2\right]+O(\alpha^2).\tag{2}$$

In the stationary state $\langle u_{n+1}\rangle=\langle u_n\rangle$, hence $(1-e^{-2ik})\langle u\rangle=O(\sigma)$. Squaring (2) gives likewise $(1-e^{-4ik})\langle u^2\rangle=O(\sigma)$. Both averages are small unless $k$ is near $0$, $\pi$ or $\pi/2$. This is where the band edges and the band centre are excluded.

## How correlations enter

The term $\langle i\alpha_nu_n\rangle$ in (1) looks first order, but $u_n$ is correlated with $\alpha_n$ only through earlier values of the potential. Iterate (2) back over $M\ge2R$ sites:

$$u_n=e^{-2ikM}u_{n-M}-i\sum_{m=1}^{M}e^{-2ikm}\alpha_{n-m}(1+v_m)^2+O(\alpha^2),$$

where $v_m=e^{-2ik(M-m)}u_{n-M}$ is the undisturbed phase factor at site $n-m$. A kick at that site is carried through $m$ rotations, which explains $e^{-2ikm}$.

Multiply by $i\alpha_n$ and average.

- The first term vanishes: $u_{n-M}$ depends on potentials too far back to be correlated with $\alpha_n$.
- For $m\le R$, both $\alpha_n$ and $\alpha_{n-m}$ are independent of $u_{n-M}$. The average factorizes into $C_m/(4\sin^2k)$ times $\langle(1+v_m)^2\rangle=1+O(\sigma)$.
- For $m>R$, $\alpha_n$ is independent of everything else in the term, and its mean is zero.

Since $i(-i)=1$,

$$\langle i\alpha_nu_n\rangle=\frac{1}{4\sin^2k}\sum_{m\ge1}C_me^{-2ikm}+O(\sigma^3).$$

The quadratic term in (1) gives $\tfrac12C_0/(4\sin^2k)$ by the same phase averages, and $\langle i\alpha_n\rangle=0$. With $C_{-m}=C_m$,

$$\gamma=\frac{1}{8\sin^2k}\left[C_0+2\sum_{m\ge1}C_m\cos2km\right]=\frac{W(2k)}{8\sin^2k}.$$

Physically, reversing a wave from $k$ to $-k$ requires a wave-number change of $2k$. The potential supplies it in one scattering event only if its spectrum contains that component.

For independent site energies $W=\sigma^2$ and $\gamma=\sigma^2/(8\sin^2k)$. For a correlated case take $\varepsilon_n=s(Z_n+0.6Z_{n+1})$, with $Z_n$ independent standard Gaussian numbers. Then $C_0=1.36s^2$, $C_{\pm1}=0.6s^2$ and

$$W(2k)=s^2(1.36+1.2\cos2k),\qquad \cos2k=\tfrac12E^2-1 .$$

With $s=0.08$ and $E=0.7$ this is $0.0064\times0.454=0.00291$; division by $8\sin^2k=7.02$ gives $\gamma=0.000414$. Iterating the difference equation over 2000 chains, 5000 sites each after 500 discarded ones, gives $0.000421\pm0.000007$. At $E=1.4$ the formula gives $0.00210$ and the iteration $0.00213\pm0.00001$. Errors here and below are one standard error over the chains.

## The band centre

At $k=\pi/2$ the factor $e^{-4ik}$ equals 1, so nothing forces $\langle u^2\rangle$ to vanish. For independent site energies $\langle\alpha_nu_n\rangle=0$, and (1) gives

$$\gamma=\frac{\sigma^2}{8}\left(1+2\langle\cos2\theta\rangle+\langle\cos4\theta\rangle\right).$$

The middle average is still small, because $u$ changes sign at each site. For the last one we need the phase density. Remove the rotation with $\varphi_n=\theta_n-n\pi/2$. The kicks to $\varphi$ are $\alpha_nv_\pm$, where $v_\pm=1\pm\cos2\varphi$ alternates from site to site.

Before rotation, the one-site map adds $i\alpha(z+z^*)$ and leaves $z+z^*$ unchanged. Two such maps with strengths $\alpha$ and $\alpha'$ therefore combine to one of strength $\alpha+\alpha'$: the kick is a flow along $v_\pm$ for a "time" $\alpha$. Averaged over $\alpha$, it changes a density $\rho$ by $\tfrac12\langle\alpha^2\rangle\partial_\varphi[v\,\partial_\varphi(v\rho)]$. A stationary density has constant current, and the symmetry $\varphi\to-\varphi$ makes this constant zero:

$$\sum_\pm v_\pm(v_\pm\rho)'=S\rho'+\tfrac12S'\rho=0,\qquad S=v_+^2+v_-^2=3+\cos4\varphi .$$

Thus $\rho\propto(3+\cos4\varphi)^{-1/2}$. Numerical quadrature gives $1+\langle\cos4\theta\rangle=0.914$: the exponent is about 9 % below the general formula. Iteration with $\sigma=0.15$, with the same numbers of chains and sites as before, gives $0.00255\pm0.00002$ at $E=0$. The general formula would give $0.00281$; the ratio is $0.908$. At $E=0.7$ the general formula holds well: $0.00321$ from both.

## Designing the sequence

The formula can be inverted. Choose a non-negative function $\gamma_t(k)$ and set

$$W(2k)=8\sin^2k\;\gamma_t(k).$$

The exclusions of the boxed formula carry over: at the band centre and the band edges the actual exponent need not equal $\gamma_t$, however weak the disorder. Symmetry adds a restriction on the target itself. $W$ is even and has period $2\pi$, so $W(2\pi-2k)=W(2k)$. Since $k\to\pi-k$ reverses the sign of $E$, the second-order exponent obeys $\gamma(-E)=\gamma(E)$, and edges come in pairs.

To produce the spectrum, filter independent standard Gaussian numbers:

$$\varepsilon_n=\sum_j\beta_jZ_{n+j}.$$

In $\langle\varepsilon_n\varepsilon_{n+m}\rangle$ the two filter indices $j$ and $l$ must satisfy $j=m+l$, so $C_m=\sum_j\beta_j\beta_{j-m}$ and

$$W(q)=\sum_j\beta_je^{iqj}\sum_l\beta_le^{-iql}=\Big|\sum_j\beta_je^{iqj}\Big|^2 .$$

It suffices to take the Fourier coefficients of $\sqrt W$:

$$\beta_m=\frac1{2\pi}\int_{-\pi}^{\pi}\sqrt{W(q)}\,\cos(qm)\,dq .$$

Apply this construction to the target $\gamma_t=\gamma_0$ for $|E|>1$ and $\gamma_t=0$ for $|E|<1$. The edge $E=1$ lies at $k=\pi/3$, or $q_c=2\pi/3$, so

$$W(q)=8\gamma_0\sin^2(q/2)\ \text{ for }|q|<q_c,\qquad W(q)=0\ \text{ for }q_c<|q|\le\pi .$$

With $2\sin\frac q2\cos qm=\sin(m+\tfrac12)q-\sin(m-\tfrac12)q$, the integral gives

$$\beta_m=\frac{\sqrt{8\gamma_0}}{2\pi}\left[\frac{1-\cos(m+\frac12)q_c}{m+\frac12}-\frac{1-\cos(m-\frac12)q_c}{m-\frac12}\right].$$

For $\gamma_0=0.01$ the prefactor is $0.0450$. At $m=0$ the bracket is $1+1=2$, so $\beta_0=0.0900$; at $m=1$ it is $\frac43-1=\frac13$, so $\beta_1=0.0150$. The next two are $\beta_2=-0.0510$ and $\beta_3=-0.0026$. The variance is

$$C_0=\frac1{2\pi}\int_{-q_c}^{q_c}8\gamma_0\sin^2\frac q2\,dq=\frac{4\gamma_0}{\pi}(q_c-\sin q_c)=0.0156,$$

an rms potential of $0.125$.

The jump of $\sqrt W$ at $q_c$ makes the envelope of $\beta_m$ fall off only as $1/m$. A usable filter must be finite, as the derivation also assumed. Multiply $\beta_m$ by $\cos^2[\pi m/(2L+2)]$ for $|m|\le L$ and drop the rest. With $L=100$, evaluating the resulting $W$ shows that the second-order exponent rises from 10 % to 90 % of $\gamma_0$ between $E=0.990$ and $E=1.032$. The width of this second-order edge is set by the filter. At finite disorder the actual exponent changes more gradually across $|E|=1$ and begins to rise further inside the window, so a longer filter alone does not make its edge arbitrarily sharp.

## What remains inside the window

A vanishing $W(2k)$ removes the second-order exponent and says nothing about higher orders. To find the next one, write $z_n=A_ne^{ikn}$:

$$A_{n+1}=A_n+i\alpha_n\left(A_n+A_n^*e^{-2ikn}\right).$$

Over a block of $N$ sites $A_N=aA_0+bA_0^*$. The matrix acting on $(A,A^*)$ has determinant $(1+i\alpha_n)(1-i\alpha_n)-\alpha_n^2=1$ at each site, so $|a|^2-|b|^2=1$. For a uniformly distributed initial phase,

$$\left\langle\ln\frac{r_N}{r_0}\right\rangle_{\theta_0}=\left\langle\ln|a+be^{-2i\theta_0}|\right\rangle_{\theta_0}=\ln|a|=\tfrac12\ln(1+|b|^2),$$

because the expansion of $\ln[1+(b/a)e^{-2i\theta_0}]$ has no constant term.

To first order $b_1=i\sum_n\alpha_ne^{-2ikn}$. In general $\langle|b_1|^2\rangle$ grows as $NW(2k)/(4\sin^2k)$, and half of it reproduces the boxed formula. If $W$ vanishes in a neighbourhood of $2k$, $\langle|b_1|^2\rangle$ stays bounded as $N$ grows. The second-order part must then be kept. A first kick at $m$ changes $A$ by $i\alpha_me^{-2ikm}A_0^*$ and $A^*$ by $-i\alpha_mA_0^*$, besides terms in $A_0$. A second kick at $n>m$ gives

$$b_2=\sum_{n>m}\alpha_n\alpha_m\left(e^{-2ikn}-e^{-2ikm}\right).$$

Let $\alpha_n$ and $\alpha_m$ contribute Fourier components $q_1$ and $q_2$. With $n=m+l$, the sum over $m$ grows with $N$ when $q_1+q_2=2k$ modulo $2\pi$. The sum over $l$ is then

$$K=\sum_{l\ge1}\left(e^{-iq_2l}-e^{iq_1l}\right)=-\frac i2\left(\cot\frac{q_1}2+\cot\frac{q_2}2\right),$$

from $\sum_{l\ge1}e^{iql}=-\frac12+\frac i2\cot\frac q2$ with a vanishing convergence factor. Moreover

$$\left(\cot\frac{q_1}2+\cot\frac{q_2}2\right)^2=\frac{\sin^2k}{\sin^2(q_1/2)\sin^2(q_2/2)} .$$

In $\langle|b_2|^2\rangle$ two Gaussian pairings grow with $N$, and they are equal because $K$ is symmetric. Each $\alpha$ pair brings $W/(4\sin^2k)$. Hence $\gamma_4=\langle|b_2|^2\rangle/(2N)$ is

$$\gamma_4=\frac1{64\sin^2k}\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{W(q)\,W(2k-q)}{\sin^2(q/2)\,\sin^2(k-q/2)} .$$

The other fourth-order terms do not contribute a rate here. The mean of $|b_1|^4$ is bounded, and $\langle b_1^*b_2\rangle$ is odd in the potential. In $\langle b_1^*b_3\rangle$ the pair joining the two factors transfers $2k$, which brings $W(2k)=0$. The remaining pair can range over the block and multiply the wave by a mean factor. Its rate has real part proportional to $W(2k)-W(0)$, zero for this design. Its imaginary part shifts $k$, which brings the derivative of $W$ at $2k$, also zero. Blocks must be long enough for end effects to be negligible and short compared with $1/\gamma_4$; weak disorder leaves room for both. The band centre is again excluded.

For the designed spectrum the ratio in the integrand is $64\gamma_0^2$ wherever both $q$ and $2k-q$, modulo $2\pi$, lie in the support. Sums equal to $2k$ allow an interval of length $2q_c-2k$; sums equal to $2k-2\pi$ allow $2q_c-(2\pi-2k)$. Together this is $4q_c-2\pi=2\pi/3$, one third of the period, so

$$\gamma_4=\frac{\gamma_0^2}{3\sin^2k}\qquad(0<|E|<1).$$

Two permitted wave-number changes can add up to the forbidden $2k$. The edges at $|E|=1$ are therefore effective mobility edges: for the untapered spectrum they separate exponents of order $\sigma^2$ from exponents of order $\sigma^4$, not localized states from extended ones.

## Numbers for the designed chain

The difference equation was iterated with the tapered filter for 4000 chains, and the growth of $\ln r_n$ was taken over 10 000 sites after 500 discarded ones. All energies share the same random numbers. Outside the window, with $\gamma_0=0.01$:

| $E$ | measured $\gamma$ | second order |
|---|---|---|
| 1.2 | 0.00944 | 0.0100 |
| 1.5 | 0.00972 | 0.0100 |
| −1.5 | 0.00971 | 0.0100 |
| 1.7 | 0.00985 | 0.0100 |

The standard errors are about $0.00002$, so the shortfalls of 1.5 to 6 % are real. Higher orders in the disorder are the likely cause, but that is a conjecture: runs at one $\gamma_0$ cannot establish it. The values at $\pm1.5$ agree. This holds beyond second order: $\psi_n\to(-1)^n\psi_n$ turns the equation for $(E,\varepsilon_n)$ into that for $(-E,-\varepsilon_n)$, and a zero-mean Gaussian potential is statistically unchanged by the sign reversal.

Inside the window, for $E=0.5$, $\sin^2k=1-E^2/4=0.9375$ and

$$\gamma_4=\frac{10^{-4}}{3\times0.9375}=3.56\times10^{-5}.$$

The iteration gives $(3.33\pm0.09)\times10^{-5}$. For $\gamma_0=0.02$ it gives $(1.36\pm0.02)\times10^{-4}$ against $1.42\times10^{-4}$, and at $E=0.8$ it gives $(1.57\pm0.02)\times10^{-4}$ against $1.59\times10^{-4}$. The two values at $E=0.5$ lie 6 % and 4 % below the formula, 2.5 and 3.4 standard errors. The formula uses the untapered spectrum, whereas the iteration uses the tapered one. The taper rounds the spectrum at $\pm q_c$ and removes some weight (sample rms $0.1241$ against $0.1251$). Since the intervals that contribute to $\gamma_4$ end at these edges, this lowers the exponent too: the $\gamma_4$ integral evaluated with the tapered spectrum is 2.5 % below the closed form, which leaves all three measured values within about 1.5 standard errors of it. Neglected orders and statistical scatter are not separated by these data.

Doubling $\gamma_0$ doubles the variance of the potential. The measured exponent at $E=0.5$ grows by a factor $4.1$, as a fourth-order law requires; a second-order law would give 2. Second-order leakage through the filter is not the source of the residual exponent: the second-order exponent left by the taper is below $10^{-9}$ at all three points.

For $\gamma_0=0.01$ the measured localization lengths are 103 sites at $E=1.5$ and about 30 000 sites at $E=0.5$, a ratio near 290. In a sample of 1000 sites, $\gamma N$ is $9.7$ at the first energy and $0.03$ at the second. Such a sample blocks one wave and is nearly transparent to the other. A sample much longer than 30 000 sites would show localization at both energies.

## Where the results fail

The expansion parameter is $\varepsilon_n/(2\sin k)$, so the disorder ceases to be weak as $|E|\to2$, even when the designed $W(2k)$ keeps the second-order exponent finite. Near $E=0$ the phase average needs separate treatment. Close to $|E|=1$ the spectrum changes rapidly, and both the filter width and the disorder strength matter: just inside the window the exponent can be well above $\gamma_4$. For the untapered spectrum the formula is approached as the disorder is made weaker at fixed $E$. A finite filter leaves a small $W(2k)$ there, and its second-order exponent is proportional to $\gamma_0$, whereas $\gamma_4$ is proportional to $\gamma_0^2$. Close to the edge this leakage can exceed $\gamma_4$. The formula is then not approached at weak disorder: the ratio of the actual exponent to $\gamma_4$ may first fall, as the excess caused by finite disorder shrinks, but it grows as $1/\gamma_0$ once the leakage dominates. The derivation of $\gamma_4$ further assumed that $W$ vanishes around $2k$ and, to shorten the argument, at $q=0$. The untapered spectrum satisfies this exactly, the tapered one only approximately; the formula is not a general correction to the second-order law.

Numbers in the example were calculated in double precision.
